**Thermal expansion from mode Grüneisen parameters in a silicon-like crystal**

The program tests the quasi-harmonic result β = Σγᵢcᵢ/(V B_T) at zero pressure. Here β is the volumetric expansion coefficient, γᵢ = −d ln ωᵢ/d ln V is a mode Grüneisen parameter, cᵢ is the mode's heat capacity, V is the cell volume and B_T is the isothermal bulk modulus. The model is a diamond-structure crystal with Morse bonds and bond-angle energies, using round parameters guided by silicon. The program asserts that the mode sum agrees with the expansion found by minimizing the free energy at neighbouring temperatures, and that the force matrix agrees with a finite-difference Hessian of the nonlinear energy. It also asserts the X-point formulas, the count of two branches without bond stretching, the static bulk modulus and the convergence of the wavevector mesh. At the static volume, the output shows a minimum β of −3.80 × 10⁻⁶ K⁻¹ near 86 K and a change of sign near 176 K. Removing the bond-tension term makes β positive at all ten tabulated temperatures, which identifies tension as the cause of the contraction in this model.

## Numerical check

```python
"""Quasi-harmonic thermal expansion and the contraction of a silicon-like crystal.

Result under test, at zero pressure:
    beta = sum_i gamma_i c_i / (V B_T),  gamma_i = -d ln(omega_i)/d ln(V)
beta: volumetric expansion coefficient; c_i: heat capacity of mode i;
V: primitive-cell volume; B_T: isothermal bulk modulus.
Mode sums are averages over wavevectors q, summed over six branches.

Model: diamond structure, Morse bonds phi(r), and angle energies
    K(r1,r2) (cos(theta)+1/3)^2 / 2,  K = K0 (r0^2/(r1 r2))^(p/2).
Internal units: eV, angstrom, kelvin. x = ln(V/V0) measures volume strain.
Wavevectors are in units of 2 pi/a, so they scale with the lattice.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

# Round parameters of the silicon-like model
A0 = 5.43             # lattice constant, angstrom
MASS_U = 28.09        # atomic mass, u
STRETCH_SI = 160.0    # bond stiffness, N/m
ALPHA = 1.3           # Morse inverse length, 1/angstrom
K0 = 1.3              # bending energy constant, eV
P = 6.0               # decay exponent of bending constant

EV = const.e
KB = const.k / EV
STRETCH = STRETCH_SI / EV * 1e-20
DEPTH = STRETCH / (2 * ALPHA**2)
R0 = np.sqrt(3) * A0 / 4
V0 = A0**3 / 4
OMEGA_UNIT = np.sqrt(EV * 1e20 / (MASS_U * const.atomic_mass))
THETA_UNIT = const.hbar * OMEGA_UNIT / const.k
THZ_UNIT = OMEGA_UNIT / (2 * np.pi) / 1e12

DELTA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
DIRECTIONS = DELTA / np.sqrt(3)
PAIRS = [(i, j) for i in range(4) for j in range(i + 1, 4)]


def morse(r):
    decay = np.exp(-ALPHA * (r - R0))
    return DEPTH * ((1 - decay)**2 - 1)


def bond_data(x):
    """Bond length, first and second bond-energy derivatives, bending K."""
    r = R0 * np.exp(x / 3)
    decay = np.exp(-ALPHA * (r - R0))
    first = 2 * DEPTH * ALPHA * (decay - decay**2)
    second = 2 * DEPTH * ALPHA**2 * (2 * decay**2 - decay)
    return r, first, second, K0 * (R0 / r)**P


def force_matrix(x, q, tension=1.0, bending=1.0):
    """Bloch force-constant matrix; its eigenvalues are m omega^2."""
    r, first, second, bend = bond_data(x)
    phase = np.exp(0.5j * np.pi * (q @ DELTA.T))
    matrix = np.zeros((len(q), 6, 6), complex)
    eye = np.eye(3)
    for centre in (0, 1):
        # relative[q, bond] maps the six amplitudes to neighbour minus centre
        relative = np.zeros((len(q), 4, 3, 6), complex)
        own = slice(3 * centre, 3 * centre + 3)
        other = slice(3 - 3 * centre, 6 - 3 * centre)
        factor = phase if centre == 0 else phase.conj()
        relative[:, :, :, own] = -eye
        relative[:, :, :, other] = factor[:, :, None, None] * eye
        unit = DIRECTIONS if centre == 0 else -DIRECTIONS
        if centre == 0:
            for j in range(4):
                along = np.outer(unit[j], unit[j])
                stiffness = second * along + tension * first / r * (eye - along)
                g = relative[:, j]
                matrix += g.conj().transpose(0, 2, 1) @ (stiffness @ g)
        for i, j in PAIRS:
            weight_i = (unit[j] + unit[i] / 3) / r
            weight_j = (unit[i] + unit[j] / 3) / r
            change = weight_i @ relative[:, i] + weight_j @ relative[:, j]
            matrix += bending * bend * change.conj()[:, :, None] * change[:, None, :]
    return matrix


def mesh(n):
    """Uniform shifted mesh in the primitive reciprocal cell."""
    s = (np.arange(n) + 0.5) / n - 0.5
    grid = np.array(np.meshgrid(s, s, s, indexing="ij")).reshape(3, -1).T
    return grid @ np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])


def modes(x, q, tension=1.0):
    """Eigenvalues m omega^2 and Grueneisen parameters by perturbation."""
    values, vectors = np.linalg.eigh(force_matrix(x, q, tension))
    h = 1e-4
    slope = (force_matrix(x + h, q, tension)
             - force_matrix(x - h, q, tension)) / (2 * h)
    shifts = np.sum(vectors.conj() * (slope @ vectors), axis=1).real
    return values, -0.5 * shifts / values


def heat_capacity(values, temperature):
    """Oscillator heat capacity in units of k_B."""
    half = THETA_UNIT * np.sqrt(values) / (2 * temperature)
    return (half / np.sinh(half))**2


def free_energy(x, temperature, q):
    values = np.linalg.eigvalsh(force_matrix(x, q))
    theta = THETA_UNIT * np.sqrt(values)
    vibration = KB * (theta / 2 + temperature
                      * np.log1p(-np.exp(-theta / temperature)))
    return 4 * morse(bond_data(x)[0]) + vibration.sum(axis=1).mean()


# Nonlinear energy of an eight-atom cubic cell, used for an independent Hessian
FCC = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
NEIGHBOUR = np.array([[next(b for b in range(4)
                           if np.all((FCC[i] + DELTA[j] - FCC[b] - 1) % 4 == 0))
                      for j in range(4)] for i in range(4)])
INVERSE = np.argsort(NEIGHBOUR, axis=0)
UPPER = np.triu_indices(4, 1)


def cell_energy(displacement, lattice):
    u = displacement.reshape(8, 3)
    bonds = lattice / 4 * DELTA[None] + u[4:][NEIGHBOUR] - u[:4, None]
    reverse = -bonds[INVERSE, np.arange(4)[None, :]]
    stars = np.concatenate([bonds, reverse])
    lengths = np.linalg.norm(stars, axis=2)
    units = stars / lengths[:, :, None]
    cosines = (units @ units.transpose(0, 2, 1))[:, UPPER[0], UPPER[1]]
    product = lengths[:, UPPER[0]] * lengths[:, UPPER[1]]
    constant = K0 * (R0**2 / product)**(P / 2)
    return morse(lengths[:4]).sum() + 0.5 * np.sum(constant * (cosines + 1 / 3)**2)


strain = 0.03
lattice = A0 * np.exp(strain / 3)
step = 1e-3
hessian = np.zeros((24, 24))
basis = step * np.eye(24)
for i in range(24):
    for j in range(i, 24):
        a, b = basis[i], basis[j]
        hessian[i, j] = hessian[j, i] = (
            cell_energy(a + b, lattice) - cell_energy(a - b, lattice)
            - cell_energy(b - a, lattice) + cell_energy(-a - b, lattice)
        ) / (4 * step**2)
special = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]], float)
bloch = np.sort(np.linalg.eigvalsh(force_matrix(strain, special)).ravel())
hessian_error = np.max(np.abs(np.linalg.eigvalsh(hessian) - bloch))
assert hessian_error < 2e-3

# Without tension and bending exactly two branches have no restoring force
q_main = mesh(16)
central = np.linalg.eigvalsh(force_matrix(0, q_main, tension=0, bending=0))
assert np.max(np.abs(central[:, 1])) < 1e-10
assert np.min(central[:, 2]) > 1e-4

# Closed expressions for the X-point transverse-acoustic modes
q_x = np.array([[0, 0, 1.0]])
r, first, second, bend = bond_data(strain)
x_strained = np.linalg.eigvalsh(force_matrix(strain, q_x))[0]
assert np.allclose(x_strained[:2], 32 * bend / (3 * r**2) + 4 * first / r,
                   rtol=1e-9)
x_values, x_gamma = modes(0, q_x)
x_stiffness = 32 * K0 / (3 * R0**2)
gamma_bending = (P + 2) / 6
gamma_tension = -2 * STRETCH / (3 * x_stiffness)
assert np.allclose(x_gamma[0, :2], gamma_bending + gamma_tension, atol=1e-5)

# Static bulk modulus: energy curvature against k/(3a)
h = 1e-3
static = [4 * morse(bond_data(x)[0]) for x in (-h, 0, h)]
BV = STRETCH / (3 * A0) * V0
assert np.isclose((static[0] - 2 * static[1] + static[2]) / h**2, BV, rtol=1e-4)
bulk_gpa = STRETCH_SI / (3 * A0 * 1e-10) / 1e9

# Expansion by minimizing F, against the mode sum at the same volume
q_test = mesh(6)


def equilibrium(temperature):
    def slope(x):
        return (free_energy(x + h, temperature, q_test)
                - free_energy(x - h, temperature, q_test)) / (2 * h)
    return brentq(slope, -0.005, 0.03, xtol=1e-13)


static_test = modes(0, q_test)
comparison = []
for temperature in (80.0, 300.0):
    x_eq = equilibrium(temperature)
    direct = (equilibrium(temperature + 1) - equilibrium(temperature - 1)) / 2
    values, gamma = modes(x_eq, q_test)
    weighted = KB * np.mean(np.sum(
        gamma * heat_capacity(values, temperature), axis=1))
    curvature = (free_energy(x_eq + h, temperature, q_test)
                 - 2 * free_energy(x_eq, temperature, q_test)
                 + free_energy(x_eq - h, temperature, q_test)) / h**2
    formula = weighted / curvature
    assert abs(direct - formula) < 2e-9
    t = 0.5
    entropy_slope = -(free_energy(x_eq + h, temperature + t, q_test)
                      - free_energy(x_eq + h, temperature - t, q_test)
                      - free_energy(x_eq - h, temperature + t, q_test)
                      + free_energy(x_eq - h, temperature - t, q_test)) / (4 * h * t)
    assert abs(entropy_slope - weighted) < 1e-3 * KB
    static_beta = KB * np.mean(np.sum(static_test[1] * heat_capacity(
        static_test[0], temperature), axis=1)) / BV
    comparison.append((temperature, x_eq, direct, formula, static_beta))

# Production results at the static volume
main_modes = modes(0, q_main)
no_tension = modes(0, q_main, tension=0)


def sums(temperature, data=main_modes):
    """Soft-branch and remaining sums of gamma c, in k_B per cell."""
    terms = (data[1] * heat_capacity(data[0], temperature)).mean(axis=0)
    return terms[:2].sum(), terms[2:].sum()


def beta(temperature, data=main_modes):
    return KB * sum(sums(temperature, data)) / BV


temperatures = [20, 40, 60, 80, 100, 150, 200, 300, 600, 1000]
coarse = modes(0, mesh(12))
mesh_error = max(abs(beta(T) - beta(T, coarse)) for T in temperatures)
assert mesh_error < 2e-8
for T in temperatures:
    soft, rest = sums(T)
    assert soft < 0 < rest
    assert beta(T, no_tension) > 0
assert beta(60) < 0 < beta(600)
minimum = minimize_scalar(lambda T: beta(T) * 1e6, bounds=(20, 400),
                          method="bounded", options={"xatol": 1e-5})
T_min = minimum.x
assert 21 < T_min < 399 and beta(T_min) < min(beta(20), beta(400))
T_zero = brentq(beta, 60, 600)
shares = []
for T in (80, 300):
    capacities = heat_capacity(main_modes[0], T).mean(axis=0)
    shares.append(capacities[:2].sum() / capacities.sum())
assert shares[0] > shares[1]

print(f"lattice constant = {A0:.2f} angstrom; mass = {MASS_U:.2f} u")
print(f"bond stiffness k = {STRETCH_SI:.1f} N/m")
print(f"Morse inverse length = {ALPHA:.2f} 1/angstrom")
print(f"bending K0 = {K0:.2f} eV; exponent p = {P:.1f}")
print(f"bond length = {R0:.4f} angstrom; V = {V0:.3f} angstrom^3")
print(f"static B = {bulk_gpa:.2f} GPa; B V = {BV:.3f} eV")
print(f"X TA m omega^2 = {x_stiffness * EV * 1e20:.3f} N/m")
print(f"X TA gamma: bending part = {gamma_bending:.4f}")
print(f"X TA gamma: tension part = {gamma_tension:.4f}")
print(f"X TA gamma: total = {x_gamma[0, 0]:.4f}")
for name, q in (("X", q_x), ("L", np.array([[0.5, 0.5, 0.5]]))):
    values, gamma = modes(0, q)
    print(name, "frequencies (THz):",
          " ".join(f"{v:.3f}" for v in THZ_UNIT * np.sqrt(values[0])))
    print(name, "gamma:", " ".join(f"{g:.3f}" for g in gamma[0]))
print("T (K); beta soft, rest, total (1e-6/K)")
for T in temperatures:
    soft, rest = np.array(sums(T)) * KB / BV * 1e6
    print(f"{T:4d}  {soft:9.4f}  {rest:9.4f}  {soft + rest:9.4f}")
soft, rest = sums(80)
print(f"80 K sum gamma c: soft = {soft:.4f}, rest = {rest:.4f} k_B")
print(f"soft heat-capacity share, 80 K = {100 * shares[0]:.2f} percent")
print(f"soft heat-capacity share, 300 K = {100 * shares[1]:.2f} percent")
print(f"minimum beta = {beta(T_min) * 1e6:.4f} 1e-6/K at {T_min:.1f} K")
print(f"minimum linear coefficient = {beta(T_min) / 3 * 1e6:.4f} 1e-6/K")
print(f"beta changes sign at {T_zero:.1f} K")
print(f"80 K beta without tension = {beta(80, no_tension) * 1e6:.4f} 1e-6/K")
print("Free-energy comparison on the 6x6x6 mesh, beta in 1e-6/K:")
for T, x_eq, direct, formula, static_beta in comparison:
    print(f"{T:.0f} K: ln(V/V0) = {x_eq:.6f}")
    print(f"  minimized F = {direct * 1e6:.5f}; mode sum = {formula * 1e6:.5f}")
    print(f"  static-volume estimate = {static_beta * 1e6:.5f}")
print(f"largest Hessian eigenvalue error = {hessian_error:.2e} eV/angstrom^2")
print(f"largest mesh change in beta = {mesh_error * 1e6:.2e} 1e-6/K")
print("all assertions hold")
```

Output:

```
lattice constant = 5.43 angstrom; mass = 28.09 u
bond stiffness k = 160.0 N/m
Morse inverse length = 1.30 1/angstrom
bending K0 = 1.30 eV; exponent p = 6.0
bond length = 2.3513 angstrom; V = 40.026 angstrom^3
static B = 98.22 GPa; B V = 24.537 eV
X TA m omega^2 = 40.187 N/m
X TA gamma: bending part = 1.3333
X TA gamma: tension part = -2.6543
X TA gamma: total = -1.3209
X frequencies (THz): 4.672 4.672 11.836 11.836 15.301 15.301
X gamma: -1.321 -1.321 1.219 1.219 1.444 1.444
L frequencies (THz): 3.303 3.303 9.835 13.182 15.884 15.884
L gamma: -1.321 -1.321 0.652 1.528 1.321 1.321
T (K); beta soft, rest, total (1e-6/K)
  20    -0.2589     0.0082    -0.2507
  40    -1.7832     0.0742    -1.7090
  60    -3.4479     0.2961    -3.1518
  80    -4.5698     0.7965    -3.7732
 100    -5.2707     1.6348    -3.6359
 150    -6.1243     4.6891    -1.4352
 200    -6.4702     7.7710     1.3007
 300    -6.7348    11.9136     5.1788
 600    -6.9011    15.9334     9.0323
1000    -6.9374    17.0200    10.0826
80 K sum gamma c: soft = -1.3012, rest = 0.2268 k_B
soft heat-capacity share, 80 K = 85.73 percent
soft heat-capacity share, 300 K = 41.35 percent
minimum beta = -3.8026 1e-6/K at 85.7 K
minimum linear coefficient = -1.2675 1e-6/K
beta changes sign at 175.6 K
80 K beta without tension = 7.0897 1e-6/K
Free-energy comparison on the 6x6x6 mesh, beta in 1e-6/K:
80 K: ln(V/V0) = 0.005105
  minimized F = -3.61958; mode sum = -3.61986
  static-volume estimate = -3.77703
300 K: ln(V/V0) = 0.005311
  minimized F = 5.68209; mode sum = 5.68217
  static-volume estimate = 5.17495
largest Hessian eigenvalue error = 1.77e-05 eV/angstrom^2
largest mesh change in beta = 2.51e-04 1e-6/K
all assertions hold
```
